# The Nudged-Elastic-Band Force and Its Two Projections: a program that tests the result

```python
"""Nudged elastic band: normal physical force plus tangential spring force.

Claim: this force vanishes on a minimum-energy path with equally spaced
images, whatever the spring constant. Retaining the normal spring force
cuts corners; retaining the tangential physical force makes images slide.

x, y      polar and nonpolar mode amplitudes (angstrom)
RADIUS    radius of the exact semicircular minimum-energy path (angstrom)
BARRIER   saddle energy above the minima (eV)
wall      energy of the undistorted point x=y=0 (eV)
k         spring constant (eV/angstrom^2)
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

RADIUS, BARRIER, WALL = 0.5, 0.1, 0.4
SADDLE = np.array([0.0, RADIUS])


def energy(points, wall=WALL):
    x, y = points[..., 0], points[..., 1]
    rho = (x*x + y*y) / RADIUS**2
    return BARRIER*y*y/RADIUS**2*(2-rho) + wall*(rho-1)**2


def gradient(points, wall=WALL):
    x, y = points[..., 0], points[..., 1]
    rho = (x*x + y*y) / RADIUS**2
    common = 4*wall*(rho-1)/RADIUS**2 - 2*BARRIER*y*y/RADIUS**4
    return np.stack((common*x,
                     common*y + 2*BARRIER*y*(2-rho)/RADIUS**2), axis=-1)


def spring_and_tangent(path, k):
    ahead = path[2:] - path[1:-1]
    behind = path[1:-1] - path[:-2]
    chord = ahead + behind
    tangent = chord / np.linalg.norm(chord, axis=1)[:, None]
    return k*(ahead-behind), tangent


def along(vectors, tangent):
    return np.sum(vectors*tangent, axis=1)[:, None]*tangent


def complete_path(interior):
    ends = np.array([[RADIUS, 0.0], [-RADIUS, 0.0]])
    return np.vstack((ends[0], interior.reshape(-1, 2), ends[1]))


def band_force(interior, k, project_physical, project_spring, wall=WALL):
    path = complete_path(interior)
    spring, tangent = spring_and_tangent(path, k)
    physical = -gradient(path[1:-1], wall)
    if project_physical:
        physical = physical - along(physical, tangent)
    if project_spring:
        spring = along(spring, tangent)
    return (physical + spring).ravel()


def jacobian(interior, *settings):
    step = 1e-6
    result = np.empty((interior.size, interior.size))
    for j in range(interior.size):
        shift = np.zeros(interior.size)
        shift[j] = step
        result[:, j] = (band_force(interior+shift, *settings)
                        - band_force(interior-shift, *settings))/(2*step)
    return result


def relax(intervals, *settings):
    # Implicit relaxation from an uneven path displaced off the valley.
    u = np.arange(1, intervals)/intervals
    angle = np.pi*(u + 0.04*np.sin(2*np.pi*u))
    radius = RADIUS*(1 - 0.1*np.sin(np.pi*u))
    interior = np.column_stack((radius*np.cos(angle),
                                radius*np.sin(angle))).ravel()
    time_step = 0.02
    for _ in range(120):
        force = band_force(interior, *settings)
        if np.max(np.abs(force)) < 1e-10:
            return complete_path(interior)
        matrix = np.eye(interior.size)/time_step - jacobian(interior, *settings)
        interior = interior + np.linalg.solve(matrix, force)
        time_step *= 1.6
    raise AssertionError("band did not converge")


def spacings(path):
    return np.linalg.norm(np.diff(path, axis=0), axis=1)


def measures(path):
    inside = path[1:-1]
    off_path = np.max(np.abs(np.linalg.norm(inside, axis=1)-RADIUS))
    distance = np.min(np.linalg.norm(inside-SADDLE, axis=1))
    gaps = spacings(path)
    return off_path, gaps.max()/gaps.min(), energy(inside).max(), distance


# Energy surface: derivatives, barrier and steepest-descent path.
rng = np.random.default_rng(4)
samples = rng.uniform(-0.8, 0.8, (20, 2))
for axis in range(2):
    shift = np.zeros(2)
    shift[axis] = 1e-5
    numeric = (energy(samples+shift)-energy(samples-shift))/2e-5
    assert np.allclose(numeric, gradient(samples)[:, axis], atol=1e-7)
line = np.column_stack((np.zeros(4001), np.linspace(-1, 1, 4001)))
assert abs(energy(line).min()-BARRIER) < 1e-10
stiffness = 8*(WALL-BARRIER)/RADIUS**2
shift = np.array([0.0, 1e-4])
numeric = (energy(SADDLE+shift)-2*energy(SADDLE)+energy(SADDLE-shift))/1e-8
assert abs(numeric/stiffness-1) < 1e-5
start = np.array([1e-4, np.sqrt(RADIUS**2-1e-8)])
descent = solve_ivp(lambda t, p: -gradient(p), (0, 40), start,
                    method="DOP853", rtol=1e-10, atol=1e-12)
assert np.max(np.abs(np.linalg.norm(descent.y, axis=0)-RADIUS)) < 1e-7
assert np.linalg.norm(descent.y[:, -1]-[RADIUS, 0]) < 1e-6

# Projection identity and orthogonality for arbitrary five-dimensional images.
random_path = rng.normal(size=(8, 5))
spring, tangent = spring_and_tangent(random_path, 2.0)
gaps = spacings(random_path)
chords = np.linalg.norm(random_path[2:]-random_path[:-2], axis=1)
assert np.allclose(np.sum(spring*tangent, axis=1),
                   2.0*(gaps[1:]**2-gaps[:-1]**2)/chords)
random_force = rng.normal(size=tangent.shape)
normal = random_force-along(random_force, tangent)
parallel = along(spring, tangent)
assert np.allclose(np.sum((normal+parallel)**2, axis=1),
                   np.sum(normal**2, axis=1)+np.sum(parallel**2, axis=1))

# Four choices of projection on the same coarse band.
INTERVALS = 9
cases = [("plain band", 1.0, False, False),
         ("plain band", 5.0, False, False),
         ("plain band", 10.0, False, False),
         ("normal physical + full spring", 10.0, True, False),
         ("full physical + tangential spring", 1.0, False, True),
         ("both projections", 1.0, True, True),
         ("both projections", 10.0, True, True)]
paths, results = [], []
for name, k, project_physical, project_spring in cases:
    settings = (k, project_physical, project_spring)
    path = relax(INTERVALS, *settings)
    matrix = jacobian(path[1:-1].ravel(), *settings)
    assert np.linalg.eigvals(matrix).real.max() < 0
    paths.append(path)
    results.append(measures(path))
angles = np.linspace(0, np.pi, INTERVALS+1)
exact = RADIUS*np.column_stack((np.cos(angles), np.sin(angles)))
assert np.max(np.abs(paths[5]-exact)) < 1e-7
assert np.max(np.abs(paths[6]-exact)) < 1e-7
assert results[0][0] < results[2][0] and results[0][1] > results[2][1]
assert results[0][2] < results[5][2] and results[2][2] > BARRIER
assert results[3][0] > 0.02 and abs(results[3][1]-1) < 1e-7
assert results[4][0] < 0.01 and results[4][1] > 1.5

# Degeneracy without springs, and absence of a band energy with projections.
neb_interior = paths[5][1:-1].ravel()
no_spring = np.linalg.svd(jacobian(neb_interior, 0.0, True, True),
                          compute_uv=False)
null_count = int(np.sum(no_spring < 1e-6))
assert null_count == INTERVALS-1
neb_matrix = jacobian(neb_interior, 1.0, True, True)
assert np.linalg.svd(neb_matrix, compute_uv=False).min() > 1e-3
plain_matrix = jacobian(neb_interior, 1.0, False, False)
neb_asymmetry = np.max(np.abs(neb_matrix-neb_matrix.T))
plain_asymmetry = np.max(np.abs(plain_matrix-plain_matrix.T))
assert neb_asymmetry > 0.1 and plain_asymmetry < 1e-6

# Force components on the exact path at the third interior image.
component_k, image = 10.0, 3
spring, tangent = spring_and_tangent(exact, component_k)
t = tangent[image-1]
inward = -exact[image]/RADIUS
physical = -gradient(exact[image])
components = [physical@inward, physical@t,
              spring[image-1]@inward, spring[image-1]@t]
spacing = spacings(exact)[0]
assert abs(components[0]) < 1e-12 and abs(components[3]) < 1e-12
assert abs(components[1]+BARRIER*np.sin(2*angles[image])/RADIUS) < 1e-12
assert abs(components[2]-component_k*spacing**2/RADIUS) < 1e-12

# Small corner cut when only the physical force is projected.
weak_k = 0.01
weak_path = relax(10, weak_k, True, False)
weak_shift = RADIUS-np.linalg.norm(weak_path[5])
weak_gap = spacings(weak_path)[4]
weak_prediction = weak_k*weak_gap**2/(RADIUS*stiffness)
assert abs(weak_shift/weak_prediction-1) < 0.01

# Sliding law when only the spring force is projected.
FINE = 60
fine_spacing = np.pi*RADIUS/FINE
slide_k = 0.2/fine_spacing**2
slide_path = relax(FINE, slide_k, False, True)
slide_gaps = spacings(slide_path)
slide_measured = slide_gaps[FINE//2]**2-slide_gaps[0]**2
slide_prediction = 2*BARRIER/slide_k
assert abs(slide_measured/slide_prediction-1) < 0.02
assert measures(slide_path)[0] < 1e-3

# The plain-band tradeoff in a steep valley, at two spring constants.
steep_wall = 40.0
steep_stiffness = 8*(steep_wall-BARRIER)/RADIUS**2
product_prediction = 2*BARRIER/(RADIUS*steep_stiffness)
tradeoff = []
for spring_energy in (0.1, 0.3):
    k = spring_energy/fine_spacing**2
    path = relax(FINE, k, False, False, steep_wall)
    gaps = spacings(path)
    cut = RADIUS-np.linalg.norm(path[FINE//2])
    unevenness = 1-(gaps[0]/gaps[FINE//2])**2
    assert abs(cut*unevenness/product_prediction-1) < 0.02
    tradeoff.append((k, cut, unevenness, cut*unevenness))

even_path = relax(10, 5.0, True, True)
even_top = energy(even_path[1:-1]).max()
assert abs(even_top-BARRIER) < 1e-9
to_kj_mol = constants.e*constants.N_A/1000

print(f"Path radius: {RADIUS:.3f} angstrom")
print(f"Model barrier: {BARRIER:.4f} eV = {BARRIER*to_kj_mol:.3f} kJ/mol")
print(f"Energy at x=y=0: {WALL:.3f} eV")
print(f"Path curvature: {1/RADIUS:.3f} 1/angstrom")
print(f"Transverse stiffness at saddle: {stiffness:.3f} eV/angstrom^2")
print(f"Coarse band: {INTERVALS} intervals, {INTERVALS-1} movable images")
print(f"Equal spacing on coarse exact path: {spacing:.5f} angstrom")
for (name, k, _, _), values in zip(cases, results):
    print(f"{name}, k={k:.1f} eV/angstrom^2:")
    print(f"  max off-path={values[0]:.5f} angstrom; "
          f"max/min spacing={values[1]:.4f}")
    print(f"  highest image={values[2]:.5f} eV; "
          f"nearest saddle distance={values[3]:.5f} angstrom")
print(f"Components at image {image}, angle={np.degrees(angles[image]):.1f} deg, "
      f"k={component_k:.1f} eV/angstrom^2:")
for label, value in zip(("physical inward normal", "physical tangential",
                         "spring inward normal", "spring tangential"), components):
    print(f"  {label}: {value+0.0:.5f} eV/angstrom")
print(f"Null directions without springs: {null_count}")
print(f"Largest Jacobian asymmetry, both projections, k=1: "
      f"{neb_asymmetry:.4f} eV/angstrom^2")
print(f"Weak-spring corner cut, 10 intervals, k={weak_k:.2f} eV/angstrom^2:")
print(f"  measured={weak_shift:.5e}, predicted={weak_prediction:.5e} angstrom")
print(f"Sliding test: {FINE} intervals, k={slide_k:.3f} eV/angstrom^2")
print(f"  squared-spacing difference: measured={slide_measured:.5e}, "
      f"predicted={slide_prediction:.5e} angstrom^2")
print(f"Steep valley: energy at x=y=0 {steep_wall:.1f} eV, "
      f"stiffness {steep_stiffness:.2f} eV/angstrom^2, {FINE} intervals")
for k, cut, unevenness, product in tradeoff:
    print(f"  k={k:.2f} eV/angstrom^2: cut={cut:.5e} angstrom, "
          f"unevenness={unevenness:.5f}, product={product:.5e} angstrom")
print(f"  predicted product: {product_prediction:.5e} angstrom")
print(f"Both projections, 10 intervals, k=5: highest image={even_top:.5f} eV")
print("done: every assertion held")
```

Printed output:

```
Path radius: 0.500 angstrom
Model barrier: 0.1000 eV = 9.649 kJ/mol
Energy at x=y=0: 0.400 eV
Path curvature: 2.000 1/angstrom
Transverse stiffness at saddle: 9.600 eV/angstrom^2
Coarse band: 9 intervals, 8 movable images
Equal spacing on coarse exact path: 0.17365 angstrom
plain band, k=1.0 eV/angstrom^2:
  max off-path=0.04489 angstrom; max/min spacing=25.3947
  highest image=0.06571 eV; nearest saddle distance=0.34326 angstrom
plain band, k=5.0 eV/angstrom^2:
  max off-path=0.06236 angstrom; max/min spacing=2.4079
  highest image=0.10889 eV; nearest saddle distance=0.14714 angstrom
plain band, k=10.0 eV/angstrom^2:
  max off-path=0.10248 angstrom; max/min spacing=1.8326
  highest image=0.13478 eV; nearest saddle distance=0.15536 angstrom
normal physical + full spring, k=10.0 eV/angstrom^2:
  max off-path=0.06674 angstrom; max/min spacing=1.0000
  highest image=0.11551 eV; nearest saddle distance=0.10824 angstrom
full physical + tangential spring, k=1.0 eV/angstrom^2:
  max off-path=0.00274 angstrom; max/min spacing=13.0385
  highest image=0.07897 eV; nearest saddle distance=0.23557 angstrom
both projections, k=1.0 eV/angstrom^2:
  max off-path=0.00000 angstrom; max/min spacing=1.0000
  highest image=0.09698 eV; nearest saddle distance=0.08716 angstrom
both projections, k=10.0 eV/angstrom^2:
  max off-path=0.00000 angstrom; max/min spacing=1.0000
  highest image=0.09698 eV; nearest saddle distance=0.08716 angstrom
Components at image 3, angle=60.0 deg, k=10.0 eV/angstrom^2:
  physical inward normal: -0.00000 eV/angstrom
  physical tangential: -0.17321 eV/angstrom
  spring inward normal: 0.60307 eV/angstrom
  spring tangential: 0.00000 eV/angstrom
Null directions without springs: 8
Largest Jacobian asymmetry, both projections, k=1: 0.7914 eV/angstrom^2
Weak-spring corner cut, 10 intervals, k=0.01 eV/angstrom^2:
  measured=5.09846e-05, predicted=5.09745e-05 angstrom
Sliding test: 60 intervals, k=291.805 eV/angstrom^2
  squared-spacing difference: measured=6.84364e-04, predicted=6.85389e-04 angstrom^2
Steep valley: energy at x=y=0 40.0 eV, stiffness 1276.80 eV/angstrom^2, 60 intervals
  k=145.90 eV/angstrom^2: cut=3.66972e-04 angstrom, unevenness=0.85493, product=3.13734e-04 angstrom
  k=437.71 eV/angstrom^2: cut=6.46668e-04 angstrom, unevenness=0.48671, product=3.14739e-04 angstrom
  predicted product: 3.13283e-04 angstrom
Both projections, 10 intervals, k=5: highest image=0.10000 eV
done: every assertion held
```
